\section*{Thermal width of a zero-phonon line with quadratic strain coupling, part 2}

An impurity in a crystal has a sharp optical transition, the zero-phonon line, whose full width at half maximum $\Gamma(T)$ is sought. We set $\hbar=k_B=1$ until the numerical example, which has $\Theta=500$~K and $w=-0.05$. The lattice Hamiltonian is $H_0=\sum_k\omega_k(b_k^\dagger b_k+\frac12)$ in the ground state and, apart from a constant energy, $H_1=H_0+V$ in the excited state, with $V=\frac W2X^2$, local strain $X=\sum_kh_k(b_k+b_k^\dagger)$ and real $h_k$. The weighted density of modes is $\rho(\omega)=\sum_kh_k^2\delta(\omega-\omega_k)$. For acoustic phonons in the Debye model, with $\omega_D=\Theta$,
\begin{equation}
\rho(\omega)=\rho_D\,u^3,\quad u=\frac{\omega}{\omega_D}<1,\qquad w=W\rho_D,\qquad \tau=\frac T\Theta .
\label{eq:debye}
\end{equation}
Let $z=e^{-\omega/T}$, $n=z/(1-z)$, $x=\omega/T$ and $y=1/\tau$. The thermal average $F(t)=\langle U(t)\rangle$, with $U(t)=e^{iH_0t}e^{-iH_1t}$, decays at long times as $|F|\propto e^{-\Gamma t/2}$, and $T_2=2/\Gamma$.

A scaling estimate, $\Gamma\sim(\delta V)^2t_c$ with $\delta V$ the thermal fluctuation of $V$ and $t_c$ its correlation time, gave
\begin{equation}
\Gamma_{\rm est}\sim\alpha\tau^7\quad(\tau\ll1),\qquad \Gamma_{\rm est}\sim\alpha\tau^2\quad(\tau\gg1),
\label{eq:est}
\end{equation}
Second order in $W$ gave
\begin{equation}
\Gamma=2\pi W^2\int_0^\infty\rho(\omega)^2\,n(\omega)\,[n(\omega)+1]\,d\omega .
\label{eq:general}
\end{equation}
and, in the Debye model,
\begin{equation}
\Gamma=\alpha\,\tau^7I(1/\tau),\qquad I(y)=\int_0^y\frac{x^6e^x}{(e^x-1)^2}\,dx,\qquad\alpha=2\pi w^2\omega_D .
\label{eq:ms}
\end{equation}
The integrand of $I$ peaks at $x=5.97$. Here $n(n+1)=e^x/(e^x-1)^2=\sum_{m\ge1}m\,e^{-mx}$, which is $1/x^2-1/12+\dots$ at small $x$. At high temperature
\begin{equation}
\frac\Gamma\alpha=\frac{\tau^2}5-\frac1{84}+\frac1{2160\,\tau^2}-\frac1{66528\,\tau^4}+\dots
\label{eq:high}
\end{equation}
whose first term is the $T^2$ law. The $T^7$ law is
\begin{equation}
I(\infty)=\frac{720\,\pi^6}{945}=\frac{16\pi^6}{21}=732.49,\qquad\Gamma\to\frac{16\pi^6}{21}\,\alpha\,\tau^7 .
\label{eq:low}
\end{equation}
Both laws lie above (\ref{eq:ms}) at every temperature. For $y\gg1$,
\begin{equation}
I(\infty)-I(y)\approx\int_y^\infty x^6e^{-x}dx=720\,e^{-y}\sum_{j=0}^6\frac{y^j}{j!}.
\label{eq:deficit}
\end{equation}
It remains to find the ranges of the two laws, where second order fails, and the width in the example.

\subsection{Between the limits}

Differentiating $\ln\Gamma=\ln\alpha+7\ln\tau+\ln I(1/\tau)$, with $d\ln y/d\ln\tau=-1$, gives the local exponent
\begin{equation}
p=\frac{d\ln\Gamma}{d\ln T}=7-\frac{y^7}{4\sinh^2(y/2)\,I(y)} .
\label{eq:p}
\end{equation}
For $y\to\infty$ the second term vanishes and $p=7$; for $y\to0$ it is $y^5/(y^5/5)=5$ and $p=2$. The two laws cross at $\tau^5=21/(80\pi^6)$, or $\tau=0.194$. Evaluating $I$ by adaptive quadrature and solving by bracketing, $\Gamma$ is 90\% of the $T^7$ law at $\tau=0.095$ and 90\% of the $T^2$ law at $\tau=0.75$. Thus $\Gamma$ lies less than 10\% below the $T^7$ law only for $\tau<0.095$, and less than 10\% below the $T^2$ law only for $\tau>0.75$.

\section{Where second order fails}

Since $H_1$ is quadratic, the scattering of a phonon by the excited impurity can be solved to all orders. From $[b_k,X^2/2]=h_kX$ the Heisenberg equation is $\dot b_k=-i\omega_kb_k-iWh_kX$, with the solution
\begin{equation}
b_k(t)=b_k^{\rm in}e^{-i\omega_kt}-iWh_k\int_{-\infty}^tds\,e^{-i\omega_k(t-s)}X(s).
\label{eq:eom}
\end{equation}
Multiply by $h_k$, sum, add the adjoint, and transform as $\tilde X(\omega)=\int dt\,e^{i\omega t}X(t)$. Using $-i\int_0^\infty dt\,e^{i(\omega-\omega_k)t}=1/(\omega-\omega_k+i0)$, one gets $\tilde X=\tilde X_{\rm in}+WG\tilde X$ with
\begin{equation}
G(\omega)=\int_0^\infty d\omega'\rho(\omega')\left[\frac1{\omega-\omega'+i0}-\frac1{\omega+\omega'+i0}\right],
\end{equation}
so ${\rm Im}\,G=-\pi\rho(\omega)$ for $\omega>0$. For the Debye form ${\rm Re}\,G=\rho_DR(u)$ with $R=2\,{\rm P}\!\int_0^1v^4dv/(u^2-v^2)$. Division gives $v^4/(u^2-v^2)=-(v^2+u^2)+u^4/(u^2-v^2)$, and $1/(u^2-v^2)=[1/(u-v)+1/(u+v)]/2u$ has the principal-value integral $\ln[(1+u)/(1-u)]/2u$. Hence
\begin{equation}
R(u)=-\frac23-2u^2+u^3\ln\frac{1+u}{1-u}=-\frac23-2u^2+2u^4+\dots
\end{equation}
We take $-3/2<w<0$. Then $1-WG$ has no zero at real frequency: at $\omega=0$ it is $1+2w/3>0$, which is the stability of the softened lattice; inside the band it has an imaginary part; above the band $G>0$. For $w>0$ the logarithm forces a zero above the edge, a local mode, which is not treated here.

Only one combination of modes at each frequency couples: $a(\omega)=\rho^{-1/2}\sum_kh_k\delta(\omega-\omega_k)b_k$, which obeys $[a(\omega),a^\dagger(\omega')]=\delta(\omega-\omega')$. Then $X_{\rm in}(t)=\int d\omega\,\rho^{1/2}(a_{\rm in}e^{-i\omega t}+a_{\rm in}^\dagger e^{i\omega t})$ and $\tilde X_{\rm in}(\omega)=2\pi\rho^{1/2}a_{\rm in}(\omega)$ for $\omega>0$. Letting $t\to\infty$ in (\ref{eq:eom}) gives $b_k^{\rm out}=b_k^{\rm in}-iWh_k\tilde X(\omega_k)$, and so
\begin{equation}
a_{\rm out}=a_{\rm in}\left[1-\frac{2\pi iwu^3}{1-wR+i\pi wu^3}\right]=a_{\rm in}\,\frac{1-wR-i\pi wu^3}{1-wR+i\pi wu^3}=e^{-2i\delta}a_{\rm in},
\end{equation}
with $\tan\delta=\pi wu^3/(1-wR)$. Each quantum that passes the impurity gains the phase $-2\delta(\omega)$.

The operator $U(t)$ is the interaction-picture evolution with $V$ acting for a time $t$, and its long-time average follows from counting wave packets. Cut the band into strips of width $\epsilon$, with $1/t\ll\epsilon$ and $\epsilon$ small against the scales on which $n$ and $\delta$ vary. The operators $a_{jm}=\epsilon^{-1/2}\int_{j\epsilon}^{(j+1)\epsilon}d\omega\,e^{-2\pi im\omega/\epsilon}a(\omega)$ are a complete orthonormal set, being a Fourier series on each strip, and describe packets that reach the impurity at times spaced by $2\pi/\epsilon$. In each strip $t\epsilon/2\pi$ packets arrive while $V$ acts. On these $U$ acts as $e^{-2i\delta a^\dagger a}$, up to a constant phase; on the rest it acts as unity. Packets that straddle the switching instants do not grow in number in proportion to $t$ and do not affect the rate. Within a strip $n$ is constant, so the packets are independent thermal modes, and for one of them
\begin{equation}
\left|\langle e^{-2i\delta a^\dagger a}\rangle\right|^{-2}=\left|\frac{1-ze^{-2i\delta}}{1-z}\right|^2=\frac{(1-z)^2+4z\sin^2\delta}{(1-z)^2}=1+4n(n+1)\sin^2\delta ,
\end{equation}
where $1-2z\cos2\delta+z^2=(1-z)^2+4z\sin^2\delta$ and $z/(1-z)^2=n(n+1)$ were used. Multiplying over packets and setting $|F|^2\propto e^{-\Gamma t}$,
\begin{equation}
\Gamma_{\rm all}=\frac{\omega_D}{2\pi}\int_0^1du\,\ln\left[1+4n(n+1)\sin^2\delta\right].
\label{eq:all}
\end{equation}
For small $w$, $\sin^2\delta\to\pi^2w^2u^6$ and the logarithm is linear, which returns $2\pi w^2\omega_D\int u^6n(n+1)\,du$, equation (\ref{eq:general}), by a route that uses no cumulant.

At low temperature $u\sim\tau\to0$, so $\sin^2\delta\to\pi^2w^2u^6/(1+2w/3)^2$ and the logarithm is again linear. The $T^7$ law survives at finite coupling, multiplied by $(1+2w/3)^{-2}$. For $w=-0.3$ the factor is $0.8^{-2}=1.5625$; adaptive quadrature of (\ref{eq:all}) at $\tau=0.002$ gives $1.5630$ times (\ref{eq:ms}).

At high temperature $n(n+1)\to\tau^2/u^2$. The factor $(1-wR)^{-2}\approx1+2wR$ then enters with the weight $u^4$, and
\begin{equation}
\int_0^1u^4R\,du=-\frac2{15}-\frac27+\sum_{j\ge0}\frac{2}{(2j+1)(2j+9)}=-\frac{44}{105}+\frac14\left(1+\frac13+\frac15+\frac17\right)=0,
\end{equation}
where the logarithm was expanded as $2\sum u^{2j+1}/(2j+1)$ and the sum telescopes. The correction of relative order $w$ vanishes in the classical limit of this model as long as the logarithm is linear; in its higher terms $R$ enters with other weights and does not average to zero. What grows with temperature is the argument of the logarithm, $Au^4$ with $A=4\pi^2w^2\tau^2$. From $\ln(1+\sigma)=\sigma-\sigma^2/2+\sigma^3/3-\dots$ and $\int u^4=1/5$, $\int u^8=1/9$, $\int u^{12}=1/13$,
\begin{equation}
\frac{\Gamma_{\rm all}}{\Gamma}\approx1-\frac5{18}A+\frac5{39}A^2-\dots\qquad(\tau\gg1,\ |w|\ll1).
\label{eq:sat}
\end{equation}
The $T^2$ law therefore needs $A\ll1$. With $\Gamma=2\pi w^2\omega_D\tau^2/5$ this reads $A=10\pi\Gamma/\omega_D$, or $\Gamma\ll\omega_D/10\pi$. For $A\to\infty$ the logarithm tends to $2\ln\tau$ plus a term independent of $\tau$, and $\Gamma_{\rm all}$ grows as $(\omega_D/\pi)\ln\tau$. The approach is slow, because the argument stays small at small $u$: for $w=-0.1$ the slope $d\Gamma_{\rm all}/d\ln\tau$ is $0.15\,\omega_D$ at $\tau=6$, where $A\approx14$, and $0.28\,\omega_D$ at $\tau=100$, against the limit $0.318\,\omega_D$. For $w=-0.1$, quadrature of (\ref{eq:all}) gives $0.0376\,\omega_D$ at $\tau=2$ and $0.153\,\omega_D$ at $\tau=6$, against $0.0495\,\omega_D$ and $0.452\,\omega_D$ from (\ref{eq:ms}). The mean exponent between these points is $\ln(0.1527/0.03763)/\ln3=1.275$. At the larger value $\Gamma_{\rm all}$ is still the decay rate of $|F|^2$, but it is no longer very small against $\omega_D$ and the line need not be an accurate Lorentzian.

\section{Numbers}

The parameters $\Theta=500$~K and $w=-0.05$ are round model values. In wavenumbers $\omega_D=k_B\Theta/hc=347.52$~cm$^{-1}$, and
\begin{equation}
\alpha=2\pi\times0.0025\times347.52~{\rm cm}^{-1}=5.459~{\rm cm}^{-1}.
\end{equation}
The two laws are $3998.5\,\tau^7$~cm$^{-1}$ and $1.0918\,\tau^2$~cm$^{-1}$. The second-order width (\ref{eq:ms}) is within 10\% of the $T^7$ law below about 48~K and within 10\% of the $T^2$ law above about 373~K, and the two laws cross at 97~K. The all-orders width (\ref{eq:all}) stays near the $T^2$ law only while $A$ is small: it is $3.94/4.37=0.90$ of the law at 1000~K and falls further below it at higher temperature.

At 20~K, $\tau=0.04$, $\tau^7=1.638\times10^{-10}$ and $I(25)=732.48$, so $\Gamma=5.459\times1.638\times10^{-10}\times732.48=6.55\times10^{-7}$~cm$^{-1}$. Multiplication by $c$ gives a full width $\Delta\nu=1.96\times10^4$~Hz, and $T_2=2/(2\pi\Delta\nu)=1.62\times10^{-5}$~s.

At 50~K, $y=10$. The sum in (\ref{eq:deficit}) is $1+10+50+166.7+416.7+833.3+1388.9=2866.6$, and $720\times e^{-10}\times2866.6=93.7$, so $I=732.5-93.7=638.8$; quadrature gives $638.78$. Equation (\ref{eq:p}) gives $p=7-10^7e^{-10}/638.8=7-0.711=6.29$.

At 300~K, $\tau=0.6$ and quadrature gives $I=2.1889$, so $\Gamma=5.459\times0.6^7\times2.1889=0.334$~cm$^{-1}$, which is $1.00\times10^{10}$~Hz, with $T_2=3.2\times10^{-11}$~s. At 500~K the series (\ref{eq:high}) gives $0.20000-0.01190+0.00046-0.00002=0.18854$, equal to the quadrature value of $I(1)$ in all five figures, and $\Gamma=1.03$~cm$^{-1}$.

In the table all widths are in cm$^{-1}$; $\Gamma$ and $\Gamma_{\rm all}$ come from adaptive quadrature of (\ref{eq:ms}) and (\ref{eq:all}).

\begin{center}
\begin{tabular}{rlllll}
$T$/K & $\Gamma$ & $T^7$ law & $T^2$ law & $p$ & $\Gamma_{\rm all}$\\
10 & $5.12\times10^{-9}$ & $5.12\times10^{-9}$ & $4.37\times10^{-4}$ & 7.00 & $5.50\times10^{-9}$\\
20 & $6.55\times10^{-7}$ & $6.55\times10^{-7}$ & $1.75\times10^{-3}$ & 7.00 & $7.12\times10^{-7}$\\
50 & $3.49\times10^{-4}$ & $4.00\times10^{-4}$ & $1.09\times10^{-2}$ & 6.29 & $3.77\times10^{-4}$\\
100 & $1.27\times10^{-2}$ & $5.12\times10^{-2}$ & $4.37\times10^{-2}$ & 4.07 & $1.32\times10^{-2}$\\
300 & 0.3345 & 112 & 0.393 & 2.31 & 0.3335\\
500 & 1.03 & $4.00\times10^{3}$ & 1.09 & 2.12 & 1.01\\
1000 & 4.30 & $5.12\times10^{5}$ & 4.37 & 2.03 & 3.94
\end{tabular}
\end{center}

The ratio $\Gamma_{\rm all}/\Gamma$ is not monotonic. Its zero-temperature limit is $(1-0.0333)^{-2}=1.070$, yet it is $5.501/5.118=1.075$ at 10~K and $7.120/6.551=1.087$ at 20~K. The cause is that $R$ first falls below $-2/3$. Under the weight $x^6e^{-x}$ the averages are $\langle u^2\rangle=(8!/6!)\tau^2=56\tau^2$ and $\langle u^4\rangle=(10!/6!)\tau^4=5040\tau^4$. At $\tau=0.04$ these are $0.0896$ and $0.0129$, so the three terms of the series give $\langle R\rangle\approx-0.6667-0.1792+0.0258=-0.820$ (quadrature of the full $R$ under the full thermal weight gives $-0.816$, which leaves the ratio below unchanged in the digits shown). Replacing $R$ by its average, which is correct to first order in $w$ times the variation of $R$, gives $(1-0.05\times0.820)^{-2}=1.087$. At high temperature the term linear in $w$ dies out and (\ref{eq:sat}) takes over. At 1000~K, $A=0.395$ and the two terms give $1-0.110+0.020=0.910$, against $3.936/4.303=0.915$; the next power of $A$, $-5A^3/68=-0.005$, widens the gap. The largest omitted piece is the cross term of order $wA$: in $\sigma^2/2$ the factor $1+4wR$ enters with the weight $u^8$, the same telescoping gives $\int_0^1u^8R\,du=-\frac2{27}-\frac2{11}+\frac16\left(1+\frac13+\dots+\frac1{11}\right)=0.0571$, and the term is $-10wA\times0.0571=+0.011$. With both the sum is $0.917$; further terms are still left out, among them those of order $wA^2$ and $A^4$ and the one from the $-1/12$ in $n(n+1)$, each of these smaller than the cross term. The ratio passes from above 1 to below 1, and the close agreement at 300~K ($0.3335$ against $0.3345$) marks the neighbourhood of that crossing. The scale $\omega_D/10\pi$ is 11.06~cm$^{-1}$, about 2.6 times the largest $\Gamma$ in the table ($4.30$~cm$^{-1}$ at 1000~K). At every temperature listed $\Gamma_{\rm all}$ differs from $\Gamma$ by less than 9\% of $\Gamma$, through the factor $(1-wR)^{-2}$ at low temperature and mainly through $A$ at high temperature.

\section{Estimate and solution compared}

The estimate (\ref{eq:est}) has both exponents right, since each follows from there being one frequency scale. Its prefactors differ from the solution in opposite directions.

At low temperature the solution is larger by $16\pi^6/21=732.5$. At 20~K the estimate is $5.459\times1.638\times10^{-10}=8.9\times10^{-10}$~cm$^{-1}$, against $6.55\times10^{-7}$~cm$^{-1}$. The estimate set $\omega\sim T$, but $\rho^2\propto\omega^6$ pushes the weight to $\omega\approx6T$, and the area under $x^6e^{-x}$ is $6!=720$; the terms with $m>1$ supply the remaining factor $\zeta(6)=732.5/720$. Scaling cannot give this number, because it is a pure number made from the exponent.

At high temperature the solution is smaller by the factor $\int_0^1u^4du=1/5$, because the estimate put every mode at the edge.

The two prefactors together move the crossing from $\tau=1$ to $\tau=(5\times732.5)^{-1/5}=0.194$, about 16\% above the value $1/5.97=0.168$ at which the peak of the integrand meets the Debye edge. Near the crossing neither law is a usable value: at 100~K the $T^7$ law exceeds $\Gamma$ by the factor $5.118/1.273=4.0$, the $T^2$ law by $4.367/1.273=3.4$, and the local exponent is 4.07. Between $\tau=0.095$ and $\tau=0.75$ the integral (\ref{eq:ms}) itself is needed. In that range the weight moves up to the band edge (the peak $\omega=5.97\,T$ lies at $0.57\,\omega_D$ for $\tau=0.095$ and reaches $\omega_D$ at $\tau=0.17$), and above it the upper part of the band carries the weight, so the numbers depend on the Debye shape assumed for $\rho$: for a real spectrum (\ref{eq:general}) still gives $T^2$ at high temperature and weak coupling, with $2\pi W^2\int\rho^2\omega^{-2}d\omega$ as coefficient. In second order the $T^7$ law needs only $\rho\propto\omega^3$ over the frequencies up to a few times $6T$. At finite coupling $1-wR\approx1+2w/3+2wu^2$ must also stay nearly constant over these frequencies, $2|w|u^2\ll1+2w/3$, which confines the law to ever lower temperatures as $w\to-3/2$.

The estimate also assumed that the phase gathered in one correlation time is small. At high temperature $\delta V\,t_c\sim|w|\tau$, so this is the condition $A=(2\pi w\tau)^2\ll1$ without its numerical factor, and the solution shows that at $A=0.395$ the width has already dropped by about 9\% of the second-order value.

Numbers in the example were calculated in double precision.
